# Finite-thickness error of a Schottky barrier from overlapping midgap tails

A slab calculation of a metal-semiconductor barrier takes the electrostatic potential at the centre of the semiconductor as if it were the bulk potential behind a single interface. The slab has two interfaces, and metal states leak into the gap from both. If their tails still overlap at the centre, the potential read there belongs to neither interface, and the barrier is wrong by an amount that one calculation at one thickness cannot reveal. Extrapolation needs the law of this error. The tail charge falls as $e^{-2\kappa x}$ with the distance $x$ from its metal, where $\kappa$ is the decay constant of the wave amplitude. In the model below the error falls with the slab thickness $L$ at half that rate, as $e^{-\kappa L}$, and, to first order in the coupling with the Fermi level held at midgap, the exponential carries a factor $1/L$.

## Model and conventions

The semiconductor is a chain of $N=2M-1$ sites with spacing $a$ and nearest-neighbour hopping $t>0$. Odd sites have energy $+\Delta$, even sites $-\Delta$, so both end sites are of the high-energy type. The bulk bands obey $E^2=\Delta^2+4t^2\cos^2 ka$. The gap is $2\Delta$, and the Fermi level is at midgap, $E=0$. Inside the gap $ka=\pi/2+i\kappa a$, which gives

$$E^2=\Delta^2-4t^2\sinh^2\kappa a. \tag{1}$$

The decay constant is therefore largest at midgap. There $\kappa=\theta_0/a$ with $\sinh\theta_0=\Delta/2t$, and from now on $\kappa$ denotes this value.

Identical metals touch sites 1 and $N$. Each is a wide-band metal with retarded self-energy $\Sigma=-i\Gamma/2$ on the end site, in the upper half of the complex energy plane. The metal planes lie at $x=0$ and $x=L=2Ma$, and site $j$ lies at $x=ja$. There is one chain per interface area $S$, and spin gives a factor 2.

Weak coupling means $\Gamma\ll t,\Delta$, and charges are kept to first order in $\Gamma$. The charge considered is the metal-induced one, coupled minus uncoupled chain. The bare chain ends also disturb the density, and this difference removes their contribution. Screening, including the chain's own polarization, is represented by a local constant $\varepsilon_r$.

Let $U_M$ be the electron potential energy at the slab centre, relative to the metal, due to the induced charge, and $U_\infty$ its value far behind a single interface. With band edges taken from the bulk, the $n$-type barrier is $\Delta+U$ and the $p$-type barrier $\Delta-U$. The thickness error is $U_M-U_\infty$.

## Charge induced by the contacts

Let $g$ and $G$ be the Green functions of the uncoupled and coupled chain. The induced number of electrons on site $j$ is

$$\delta n_j=-\frac{2}{\pi}\,\mathrm{Im}\int_{-\infty}^{0}(G_{jj}-g_{jj})\,dE .$$

The integrand is analytic in the upper half plane and falls at least as $1/E^2$, so the path may be turned onto the imaginary axis, $\int_{-\infty}^0dE\to-i\int_0^\infty d\omega$. To first order $G_{jj}-g_{jj}=\Sigma\,(g_{j1}^2+g_{jN}^2)$, since $g$ is symmetric. With $\Sigma=-i\Gamma/2$,

$$\delta n_j=\frac{2}{\pi}\,\mathrm{Re}\int_0^\infty (G_{jj}-g_{jj})\,d\omega=\frac{\Gamma}{\pi}\int_0^\infty \mathrm{Im}\left[g_{j1}^2+g_{jN}^2\right]_{z=i\omega}d\omega. \tag{2}$$

To find $g=(z-H)^{-1}$, put $w^2=z^2-\Delta^2$ and multiply $z-H$ from both sides by a diagonal matrix with elements $s_j$, where

$$s_j^2=\frac{z+\Delta}{w}\ (j\ \text{odd}),\qquad s_j^2=\frac{z-\Delta}{w}\ (j\ \text{even}).$$

Every diagonal element becomes $w$. The product of the two squares is 1, so the roots can be chosen to make $s_js_{j+1}=1$, and the hopping is unchanged. Thus $g_{j1}=s_js_1u_j$, where $u_j$ belongs to a uniform chain: $wu_j-t(u_{j-1}+u_{j+1})=\delta_{j1}$ with $u_0=u_{2M}=0$. With $\lambda+\lambda^{-1}=w/t$ and $|\lambda|<1$,

$$u_j=\frac{1}{t}\,\frac{\lambda^j-\lambda^{4M-j}}{1-\lambda^{4M}}. \tag{3}$$

This vanishes at $j=2M$ and solves the homogeneous equation for $j\ge2$. Continued to $j=0$ it equals $1/t$, which supplies the unit source at $j=1$.

At $z=i\omega$ we have $w=iW$ with $W=\sqrt{\omega^2+\Delta^2}$. Setting $W=2t\sinh\theta$ gives $\lambda=-ie^{-\theta}$, hence $\lambda^2=-e^{-2\theta}$ and $\lambda^{4M}=e^{-4M\theta}$. For odd $j$, $\lambda^{4M-2j}=-e^{-2(2M-j)\theta}$, so the difference in (3) becomes a sum and

$$u_j^2=-\frac{e^{-2j\theta}}{t^2}\left[\frac{1+e^{-2(2M-j)\theta}}{1-e^{-4M\theta}}\right]^2=-\frac{1}{t^2}\,\frac{\cosh^2(2M-j)\theta}{\sinh^2 2M\theta}.$$

The scaling factor is $s_j^2s_1^2=(\Delta+i\omega)^2/(-W^2)$. The two minus signs cancel:

$$\mathrm{Im}\,g_{j1}^2=\frac{2\Delta\omega}{W^2t^2}\,\frac{\cosh^2(2M-j)\theta}{\sinh^2 2M\theta}\qquad(j\ \text{odd}). \tag{4}$$

For even $j$, $s_j^2s_1^2=1$ and $u_j^2$ is real, so these sites receive no charge at first order.

Now change the variable from $\omega$ to $\theta$. From $\omega^2+\Delta^2=4t^2\sinh^2\theta$ follows $2\omega\,d\omega/W^2=2\coth\theta\,d\theta$, with lower limit $\theta_0$. The right contact gives the mirror image, $j\to2M-j$. The two terms add as

$$\cosh^2(2M-j)\theta+\cosh^2j\theta=1+\cosh2M\theta\,\cosh2(M-j)\theta .$$

With the dimensionless strength $B=\Gamma\Delta/(\pi t^2)$,

$$\delta n_j=B\int_{\theta_0}^\infty2\coth\theta\;\frac{1+\cosh2M\theta\cosh2(M-j)\theta}{\sinh^22M\theta}\,d\theta\qquad(j\ \text{odd}). \tag{5}$$

For one interface, $M\to\infty$ at fixed $j$, the fraction becomes $e^{-2j\theta}$. Expanding $\coth\theta=1+2\sum_{m\ge1}e^{-2m\theta}$ and integrating term by term gives

$$\nu_j=B\int_{\theta_0}^\infty2\coth\theta\,e^{-2j\theta}d\theta=B\left[\frac{r^j}{j}+2\sum_{m\ge1}\frac{r^{j+m}}{j+m}\right],\quad r=e^{-2\theta_0}. \tag{6}$$

Far from the interface $\nu_j\approx B\coth\theta_0\,e^{-2\kappa x}/j$. The factor $1/j$ comes from the energy integral: a deeper site responds to a narrower range of $\theta$ above $\theta_0$.

In a thick slab the cosine product in (5) gives the two separate tails, $e^{-2j\theta}+e^{-2(2M-j)\theta}$. The 1 gives a charge $4e^{-4M\theta}$ that is the same on every odd site. It is the interference of a wave with its reflection from the far end of the chain, a path of total length $2L$.

## From charge to lineup

Each site plane carries the sheet charge $-e\,\delta n_j/S$. At a sheet, the slope of the electron potential energy $u(x)$ jumps by $-e^2\delta n_j/(\varepsilon_0\varepsilon_rS)$, and between sheets $u$ is linear. Therefore

$$2u_j-u_{j-1}-u_{j+1}=C\,\delta n_j,\qquad C=\frac{e^2a}{\varepsilon_0\varepsilon_rS},\qquad u_0=u_{2M}=0. \tag{7}$$

The neutralizing charge sits on the metal planes. Let $d_j=u_j-u_{j-1}$, so that $d_j-d_{j+1}=C\delta n_j$. Mirror symmetry requires $d_{M+1}=-d_M$, hence $d_M=C\delta n_M/2$. Adding up $d_1$ to $d_M$,

$$U_M=C\left[\sum_{j<M}j\,\delta n_j+\tfrac12M\,\delta n_M\right]. \tag{8}$$

The centre sheet has weight one half because half of its field lines go to each metal. Behind a single interface the field vanishes at large distance, and $U_\infty=C\sum_jj\nu_j$.

The sum over odd $k$ needed here follows from $\sum_ke^{-2k\theta}=1/(2\sinh2\theta)$ by applying $-\frac12d/d\theta$:

$$P(\theta)\equiv\sum_{k\ \text{odd}}k\,e^{-2k\theta}=\frac{\cosh2\theta}{2\sinh^22\theta}. \tag{9}$$

Insert this with (6) and substitute $y=\sinh^2\theta$, for which $\coth\theta\,d\theta=dy/2y$, $\cosh2\theta=1+2y$ and $\sinh^22\theta=4y(1+y)$. With $s=\Delta^2/4t^2$,

$$U_\infty=\frac{CB}{8}\int_s^\infty\left[\frac1{y^2}+\frac1y-\frac1{1+y}\right]dy=\frac{CB}{8}\left[\frac1s+\ln\left(1+\frac1s\right)\right]. \tag{10}$$

It is positive: the chain receives electrons, which raises its bands and the $n$-type barrier.

## The thickness error

Insert (5) into (8). The term 1 needs $W_M$, the sum of odd $j$ up to $M$ with half weight at $j=M$. It equals $M^2/4$ for even $M$ and $(M-1)^2/4+M/2=(M^2+1)/4$ for odd $M$. The other term needs

$$K=\sum_{j\ \text{odd}}{}^{'}\,j\cosh2(M-j)\theta ,$$

where the prime marks the same half weight. Use $2e^{-2M\theta}\cosh2(M-j)\theta=e^{-2j\theta}+e^{-2(2M-j)\theta}$ and call $k=2M-j$ in the second exponential. Then $e^{-2k\theta}$ appears with weight $k$ for $k\le M$ and weight $2M-k$ for $M<k<2M$. Comparison with the weight $k$ for all $k$, which gives $P$, yields

$$2e^{-2M\theta}K=P-2\sum_{k>M}(k-M)e^{-2k\theta}+\sum_{k>2M}(k-2M)e^{-2k\theta}, \tag{11}$$

with $k$ odd throughout. To check the weights: for $M<k<2M$, $k-2(k-M)=2M-k$; beyond $2M$, $k-2(k-M)+(k-2M)=0$.

The last sum is $e^{-4M\theta}P$. The middle one is $e^{-2M\theta}Q$, where $Q=\sum_m m\,e^{-2m\theta}$ runs over $m=k-M$. If $M$ is even, $m$ is odd and $Q=P$. If $M$ is odd, $m$ is even and $Q=2e^{-4\theta}/(1-e^{-4\theta})^2=1/(2\sinh^22\theta)$. In both cases

$$Q=\frac{p}{2\sinh^22\theta},\qquad p=1\ (M\ \text{odd}),\quad p=\cosh2\theta\ (M\ \text{even}).$$

Multiplying (11) by $e^{2M\theta}/2$ gives $K=P\cosh2M\theta-Q$. The slab lineup then has the integrand $[W_M+P\cosh^22M\theta-Q\cosh2M\theta]/\sinh^22M\theta$. Subtracting $P$ for the single interface, with $\cosh^2-\sinh^2=1$, leaves

$$U_M-U_\infty=CB\int_{\theta_0}^\infty2\coth\theta\left[\frac{W_M+P}{\sinh^22M\theta}-\frac{Q\cosh2M\theta}{\sinh^22M\theta}\right]d\theta. \tag{12}$$

At first order in $\Gamma$ this holds for any thickness. The second term is called the tail term below, and the first the round-trip term, after its dominant part $W_M$.

For a thick slab the tail term is $-2C\sum_{k>M}(k-M)\nu_k$, which shows the mechanism. A single interface would have charge $\nu_k$ beyond the centre, with lever arm $k$. In the slab this charge is replaced by the other interface's tail, with the shorter lever arm $2M-k$. The lineup loses the difference. The tail charge does fall as $e^{-2\kappa x}$, but it matters from $x=L/2$ onwards, which gives $e^{-\kappa L}$.

For the prefactor, note that the tail integrand tends to $-2F(\theta)e^{-2M\theta}$ with $F=p\coth\theta/\sinh^22\theta$. Near the lower limit write $F\approx F_0e^{-\eta(\theta-\theta_0)}$, with $F_0=F(\theta_0)$ and $\eta=-F'/F$ at $\theta_0$. Then

$$U_M-U_\infty\approx-\frac{2CBF_0\,e^{-\kappa L}}{L/a+\eta}, \tag{13}$$

$$\eta=\frac{2}{\sinh2\theta_0}+4\coth2\theta_0-\begin{cases}0&M\ \text{odd}\\2\tanh2\theta_0&M\ \text{even.}\end{cases}$$

The same evaluation of the round-trip term gives $+\frac12CB\coth\theta_0\,M\,e^{-2\kappa L}$ at leading order. It is positive and loses against (13) as $L$ grows. With the high-energy end sites chosen here, to first order in $\Gamma$ and with the Fermi level held at midgap, a thick slab thus gives too low an $n$-type barrier and too high a $p$-type barrier, by equal amounts. This sign can reverse once the shift $U$ acts back on the charge, as shown in the last section. With low-energy end sites ($\Delta\to-\Delta$ in the site energies) the induced charge changes sign, and so do $U_\infty$ and its error.

**Small gap.** For $\Delta\ll t$, $\theta_0$ is small, $F_0\approx1/4\theta_0^3$, $\eta\approx3/\theta_0$ and $U_\infty\approx CB/8\theta_0^2$. Relative to the lineup,

$$\frac{U_M-U_\infty}{U_\infty}\approx-\frac{4\,e^{-\kappa L}}{\kappa L+3}. \tag{14}$$

The lattice has dropped out. Like (13), this omits the round-trip term and needs a thick slab: for $\Delta=0.1\,t$ it overstates the first-order error by about a quarter at $\kappa L=4$ and by 4 % at $\kappa L=6$. For comparison, suppose the tail were a pure exponential $e^{-2\kappa x}$. The lost moment is then $2\int_{L/2}^\infty(x-L/2)e^{-2\kappa x}dx=e^{-\kappa L}/2\kappa^2$ and the full moment $1/4\kappa^2$, a relative error of $-2e^{-\kappa L}$. The energy integral reduces this by the factor $2/(\kappa L+3)$.

## Worked example

Take round model parameters: $t=1$ eV, $\Delta=0.5$ eV, $\Gamma=0.05$ eV, $a=0.25$ nm, $S=0.10$ nm² and $\varepsilon_r=10$. Then $\sinh\theta_0=0.25$, $\theta_0=0.2475$ and $\kappa=0.2475/(0.25\ \text{nm})=0.990$ nm⁻¹. The error decays over $1/\kappa=1.01$ nm, the tail charge over half of that.

The strengths are $B=0.05\times0.5/\pi=0.00796$ and $C=4.52$ eV, so $CB=0.0360$ eV. With $s=0.0625$, (10) gives

$$U_\infty=\frac{0.0360\ \text{eV}}{8}\,(16+2.83)=0.0847\ \text{eV},$$

and the $n$-type barrier is $0.58$ eV to first order in $\Gamma$. The outermost site holds 0.010 induced electrons, the third 0.0017.

For $M=12$, $L=6$ nm, we have $F_0=17.5$, $\eta=11.7$ and $e^{-\kappa L}=0.00263$. Equation (13) gives

$$-\frac{2\times0.0360\ \text{eV}\times17.5\times0.00263}{24+11.7}=-0.093\ \text{meV}.$$

The full first-order result (12) is $-0.090$ meV, about 0.1 % of $U_\infty$. Selected values from (12), in meV:

| $L$ (nm) | tail | round trip | sum |
|---|---|---|---|
| 2 | −10.2 | 6.7 | −3.5 |
| 4 | −0.92 | 0.22 | −0.70 |
| 6 | −0.096 | 0.006 | −0.090 |
| 10 | −0.0012 | 0.0000 | −0.0012 |

At 2 nm the round trip cancels about two thirds of the tail term, so adding two independent tails overstates the error by a factor of 2.7. At 6 nm the cancellation is 6 %. With the Fermi level held at midgap, the first-order error is below 1 meV from 3.5 nm on.

The power of $L$ matters for extrapolation. The prefactor in (13) differs between even and odd $M$, so only slabs of the same parity should be compared. Among these the local decay rate is $\kappa+1/(L+\eta a)$, with $\eta a\approx3$ nm. Around 9 nm this is $1.07$ nm⁻¹, and the total first-order errors at 8 and 10 nm also give $1.07$ nm⁻¹. A pure exponential fitted to these first-order errors would overstate $\kappa$ by about 8 %.

The numerical output also reports independent checks. Matrix Green functions combined with a solution of (7) reproduce (12) for slabs from $M=3$ to $M=30$. Diagonalization with explicit, finite metal chains, for $M=7$ and $\Gamma=0.002$ eV, reproduces the charges (5) to about 2.5 %, a difference that includes the finite width and level spacing of those metals.

## Where the result fails

**Higher orders in the coupling.** Repeated scattering at one contact replaces $\Sigma$ by $\Sigma/(1-\Sigma g_{11})$. For a long chain at $\omega=0$, $g_{11}=-e^{-\theta_0}/t$, so this is $-\frac{i\Gamma}{2}(1+i\gamma)$ to second order, with $\gamma=\Gamma e^{-\theta_0}/2t$. The new real part multiplies $\mathrm{Re}\,g_{j1}^2$, which is finite at $\omega=0$, whereas the first-order integrand (4) vanishes there as $\omega$.

Near $\omega=0$, $\theta\approx\theta_0+\omega^2/(4\Delta t\cosh\theta_0)$, so both integrands carry a Gaussian $e^{-A\omega^2}$ with $A=j/(2\Delta t\cosh\theta_0)$. The integrals are $\gamma\int_0^\infty e^{-A\omega^2}d\omega=\frac{\gamma}{2}\sqrt{\pi/A}$ and $\int_0^\infty(2\omega/\Delta)e^{-A\omega^2}d\omega=1/(\Delta A)$. Their ratio on an odd site far from the contact is $\frac12\gamma\Delta\sqrt{\pi A}$, which grows as $\sqrt j$. This form is approached slowly, and the even sites, empty at first order, receive a second-order charge of similar size. At fixed $\Gamma$ the factor $1/L$ in (13) therefore cannot persist to unlimited thickness, and the first order in $\Gamma$ must be taken before large $L$.

In the example $\gamma\approx0.02$. Between 2 and 10 nm the full self-energy gives errors 6 to 13 % larger in magnitude than first order. For even $M$ the excess falls from 9 % at 2 nm to a minimum of 5.7 % near 5 nm, then grows slowly to 6.9 % at 10 nm. At 6 nm the deviation is 5.7 %, and halving $\Gamma$ halves it to 2.9 %, as expected of a next-order term.

**Electrostatics.** A local $\varepsilon_r$ is a crude description within a few sites of a metal. The shift $U$ also moves the gap relative to the Fermi level, which was held at midgap. Since $U$ is itself of order $\Gamma$, this changes the charge at order $\Gamma^2$, but the change need not be small. At midgap one contact gives site $j$ the density of states $(\Gamma/\pi)g_{j1}^2=\Gamma e^{-2j\theta_0}/(\pi t^2)$, and bands raised uniformly by $U$ lose this density times $U$. With $\sum_jj\,e^{-2j\theta_0}=1/(4\sinh^2\theta_0)=t^2/\Delta^2$, the lineup falls by the fraction $C\Gamma/(\pi\Delta^2)$. This must be small as well, a condition that $\Gamma\ll t,\Delta$ does not guarantee. In the example it is 0.29, an overestimate because the potential is lower than $U$ near the metal. With the charge and (7) solved self-consistently, the lineup falls by 19 %, to 69 meV.

The thickness error is affected much more strongly. The lost charge $U\Gamma e^{-2j\theta_0}/(\pi t^2)$ sits on every site and has no factor $1/j$. Inserted into the tail term, with $\sum_{k>M}(k-M)e^{-2k\theta_0}=e^{-\kappa L}t^2/\Delta^2$, a uniform shift adds $+2[C\Gamma/(\pi\Delta^2)]\,U e^{-\kappa L}$ to linear order in $U$. This has the opposite sign to (13), and its ratio to (13) is $Ut^2(L/a+\eta)/(\Delta^3F_0)$, which grows as $L$ and is 1.4 at 6 nm in the example. Self-consistently, the error in the example is almost cancelled at 4 nm, has changed sign by 6 nm, and is about half the first-order value with opposite sign at 10 nm. For $\Gamma=0.01$ eV it keeps its sign up to 16 nm but is 0.64 of the first-order value at 10 nm. The sign and the factor $1/L$ in (13) therefore need this ratio to be small. The numbers of the example illustrate the first-order law and are neither self-consistent barriers nor self-consistent errors.

**Other thickness effects.** The tails of the bare chain ends were subtracted by definition, and band edges were taken from the bulk. A real slab calculation contains the former, and if it reads band edges from the slab's own levels it adds a confinement error that (12) does not describe. A real interface is also strongly coupled, has many transverse wave vectors with their own decay constants, and need not have its Fermi level at midgap. The argument that the tails matter from $x=L/2$ onwards still applies there, but the sign and the power of $L$ found for this chain do not carry over.

## Values computed for the example and the checks

```
hopping t = 1.00 eV, half gap D = 0.50 eV
level width G = 0.050 eV
site spacing a = 0.25 nm
area per chain S = 0.10 nm^2, eps_r = 10.0
theta0 = 0.24747
midgap kappa = 0.9899 1/nm
error decay length 1/kappa = 1.0102 nm
charge decay length 1/(2 kappa) = 0.5051 nm
B = 0.007958 (dimensionless)
C = 4.5238 eV
one-interface charge, site 1: 0.010119 electrons
one-interface charge, site 3: 0.001710 electrons
one-interface charge, site 5: 0.000425 electrons
lineup U_inf = 84.747 meV
n-type barrier D + U_inf = 0.5847 eV
U_inf to all orders in G = 85.508 meV
Thickness error U_M - U_inf in meV:
M, L/nm: tail, round trip, sum, endpoint, all orders
 4,  2.0: -10.20502, 6.69195, -3.51306, -8.81605, -3.83323
 6,  3.0: -2.95923, 1.22369, -1.73554, -2.72322, -1.85516
 8,  4.0: -0.91790, 0.21632, -0.70158, -0.86586, -0.74346
 9,  4.5: -0.44347, 0.09057, -0.35290, -0.42449, -0.37872
12,  6.0: -0.09609, 0.00605, -0.09004, -0.09278, -0.09518
16,  8.0: -0.01072, 0.00015, -0.01056, -0.01047, -0.01122
20, 10.0: -0.00124, 0.00000, -0.00124, -0.00122, -0.00132
endpoint/first-order error at M=30: 0.9911
all-orders deviation, M=12, G: 5.71 %
all-orders deviation, M=12, G/2: 2.88 %
explicit-metal test, largest deviation: 2.51 %
error below 1 meV from M = 7, L = 3.5 nm
```
